# Biersack's scattering triangle and Coulomb repulsion: what the correction does: verification in Python

```python
"""
Result under test: the scattering triangle
    cos(theta/2) = (p + rho + delta) / (r0 + rho)
with delta = 0 gives too large a deflection for Coulomb repulsion at every
finite nonzero impact parameter, and also for screened Coulomb repulsion.

p     impact parameter            r0   distance of closest approach
rho   radius of curvature of the relative orbit at closest approach
theta deflection in the centre-of-mass frame
h     half the head-on Coulomb distance, A/(2E) for V = A/r
a     screening length (None means pure Coulomb)
Potentials are divided by the centre-of-mass energy: U = V/E.
The speed far away is 1, so the relative acceleration is -U'/2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Universal (Ziegler-Biersack-Littmark) screening function, normalised to 1 at r = 0
WEIGHTS = np.array([0.1818, 0.5099, 0.2802, 0.02817])
WEIGHTS = WEIGHTS / WEIGHTS.sum()
RATES = np.array([3.2, 0.9423, 0.4029, 0.2016])


def potential(r, h, a):
    screen = 1.0 if a is None else float(np.dot(WEIGHTS, np.exp(-RATES * r / a)))
    return 2 * h * screen / r


def force(r, h, a):
    """-dU/dr"""
    if a is None:
        return 2 * h / r**2
    terms = WEIGHTS * np.exp(-RATES * r / a)
    return 2 * h * (terms.sum() / r**2 + np.dot(RATES, terms) / (a * r))


def closest_approach(p, h, a):
    upper = 1.01 * (h + np.hypot(h, p))
    return brentq(lambda r: r * r * (1 - potential(r, h, a)) - p * p,
                  p, upper, xtol=1e-15, rtol=1e-14)


def apex_radius(r0, h, a):
    return 2 * (1 - potential(r0, h, a)) / force(r0, h, a)


def angle_integral(p, h, a):
    """Deflection from the classical scattering integral, with r = r0/(1 - w^2)."""
    r0 = closest_approach(p, h, a)
    u0 = potential(r0, h, a)

    def integrand(w):
        radial = (u0 - potential(r0 / (1 - w * w), h, a)
                  + (p / r0)**2 * w * w * (2 - w * w))
        return 2 * w / np.sqrt(radial)
    value = quad(integrand, 0, 1, epsabs=1e-11, epsrel=1e-11, limit=200)[0]
    return np.pi - 2 * p / r0 * value


def angle_triangle(p, h, a, delta=0.0):
    r0 = closest_approach(p, h, a)
    rho = apex_radius(r0, h, a)
    return 2 * np.arccos((p + rho + delta) / (r0 + rho))


# ---- Coulomb: scattering integral against closed forms, h = 1 ----
for x in np.logspace(-2, 3, 26):
    s = np.hypot(1, x)
    true_angle = angle_integral(x, 1.0, None)
    bare_angle = angle_triangle(x, 1.0, None)
    assert abs(true_angle / (2 * np.arctan(1 / x)) - 1) < 1e-6
    assert abs(np.cos(bare_angle / 2) - x * (1 + x) / (s * (1 + s))) < 1e-10
    assert bare_angle > true_angle
    # recoil energy is proportional to sin^2(theta/2)
    recoil_ratio = (np.sin(bare_angle / 2) / np.sin(true_angle / 2))**2
    assert 1 < recoil_ratio < 2
    ratio_formula = 1 + (s - 1) / (s + 1) * (1 + 2 / (s + x))
    assert abs(recoil_ratio / ratio_formula - 1) < 1e-6
    # the correction with all fitted coefficients at one restores the true angle
    r0 = closest_approach(x, 1.0, None)
    factor = s - x
    correction = x * (r0 - x) * factor / (1 + factor)
    restored = angle_triangle(x, 1.0, None, correction)
    assert abs(restored / true_angle - 1) < 1e-6
    # length needed by the triangle, from the integrated angle
    if x <= 30:   # beyond this the subtraction loses too many digits
        rho = apex_radius(r0, 1.0, None)
        needed = np.cos(true_angle / 2) * (r0 + rho) - x - rho
        assert abs(needed - x * (s - x)) < 1e-6
far_angle_ratio = bare_angle / true_angle
far_recoil_ratio = recoil_ratio
assert abs(far_angle_ratio - np.sqrt(2)) < 2e-3
assert abs(far_recoil_ratio - 2) < 3e-3

# ---- screened repulsion: the sign of the error is the same ----
for a in (1.0, 10.0, 100.0):
    for p in np.logspace(-1, np.log10(5 * a), 10):
        assert angle_triangle(p, 1.0, a) > angle_integral(p, 1.0, a)


# ---- cause: the orbit straightens outward, so its asymptote misses the apex circle ----
def check_orbit(p, h, a):
    r0 = closest_approach(p, h, a)
    rho = apex_radius(r0, h, a)
    half = angle_integral(p, h, a) / 2

    def curvature(x, y, vx, vy):
        r = np.hypot(x, y)
        acc = force(r, h, a) / 2
        return acc * (vx * y - vy * x) / r / np.hypot(vx, vy)**3

    def motion(t, state):
        x, y, vx, vy, gap = state
        r = np.hypot(x, y)
        acc = force(r, h, a) / 2
        turning = np.arctan2(vy, vx)
        gap_rate = ((1 - rho * curvature(x, y, vx, vy))
                    * np.sin(half - turning) * np.hypot(vx, vy))
        return [vx, vy, acc * x / r, acc * y / r, gap_rate]

    times = np.concatenate(([0.0, 0.05], np.arange(1.0, 31.0), [2e4]))
    path = solve_ivp(motion, (0, 2e4), [0, r0, p / r0, 0, 0], method="DOP853",
                     t_eval=times, rtol=1e-11, atol=1e-12)
    assert path.success
    x, y, vx, vy, gap = path.y
    # deflection of the integrated orbit
    assert abs(np.arctan2(vy[-1], vx[-1]) - half) < 1e-6
    # apex radius from the shape of the path alone
    assert abs(x[1]**2 / (2 * (y[1] - r0)) / rho - 1) < 2e-3
    # local radius of curvature: growth, and its formula in r
    radii = np.array([1 / curvature(*path.y[:4, i]) for i in range(len(times) - 1)])
    assert np.all(np.diff(radii) > 0)
    for i in range(len(times) - 1):
        r = np.hypot(x[i], y[i])
        law = 2 * (1 - potential(r, h, a))**1.5 * r / (p * force(r, h, a))
        assert abs(radii[i] / law - 1) < 1e-6
    # accumulated gap; the Coulomb orbit is cut off at a finite time, error about p/(2t)
    needed = np.cos(half) * (r0 + rho) - p - rho
    assert needed > 0
    assert abs(gap[-1] - needed) < 2e-4
    return needed, gap[-1]


coulomb_gap = check_orbit(1.0, 1.0, None)
screened_gap = check_orbit(1.0, 1.0, 3.0)
check_orbit(3.0, 1.0, 5.0)

# ---- largest absolute error of the Coulomb angle ----
worst = minimize_scalar(
    lambda x: 2 * np.arctan(1 / x) - angle_triangle(x, 1.0, None),
    bounds=(0.01, 10), method="bounded", options={"xatol": 1e-7})

# ---- example: boron ion on a silicon atom; lengths in pm, energies in keV ----
Z1, Z2 = 5, 14
M1, M2 = 11.01, 28.09            # atomic mass units
E_LAB = 1000.0                   # keV
E_DISPLACE = 0.015               # keV, rough typical value for silicon
bohr = const.physical_constants["Bohr radius"][0] * 1e12
coulomb_const = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # keV pm
mass_unit = const.atomic_mass * const.c**2 / const.e / 1e3      # keV
E_CM = E_LAB * M2 / (M1 + M2)
T_MAX = 4 * M1 * M2 / (M1 + M2)**2 * E_LAB
h = Z1 * Z2 * coulomb_const / (2 * E_CM)
a = 0.8854 * bohr / (Z1**0.23 + Z2**0.23)

print("Boron on silicon, ion energy (keV):", E_LAB)
print(f"Masses of ion and target (u): {M1}, {M2}")
print(f"Centre-of-mass energy (keV): {E_CM:.2f}")
print(f"Largest possible recoil energy (keV): {T_MAX:.2f}")
print(f"Half head-on distance h (pm): {h:.5f}")
print(f"Universal screening length (pm): {a:.3f}")

impact_parameters = (0.05, 0.2, 1.0, 3.0, 10.0)
print("Coulomb lengths: p, r0, rho, missing delta (pm)")
for p in impact_parameters:
    r0 = closest_approach(p, h, None)
    rho = apex_radius(r0, h, None)
    x = p / h
    delta = h * x / (np.hypot(1, x) + x)
    assert abs(angle_triangle(p, h, None, delta) - angle_integral(p, h, None)) < 1e-6
    print(f"  {p:5.2f} {r0:9.5f} {rho:11.5f} {delta:9.5f}")

print("Coulomb: p (pm), angle true and bare (deg), recoil true and bare (keV), ratio")
for p in impact_parameters:
    true_angle, bare_angle = angle_integral(p, h, None), angle_triangle(p, h, None)
    t_true = T_MAX * np.sin(true_angle / 2)**2
    t_bare = T_MAX * np.sin(bare_angle / 2)**2
    assert t_bare > t_true
    print(f"  {p:5.2f} {np.degrees(true_angle):8.3f} {np.degrees(bare_angle):8.3f}"
          f" {t_true:9.4f} {t_bare:9.4f} {t_bare / t_true:6.3f}")

print("Screened: p (pm), recoil true and bare (keV), ratio, true screened/Coulomb")
for p in impact_parameters:
    true_angle, bare_angle = angle_integral(p, h, a), angle_triangle(p, h, a)
    t_true = T_MAX * np.sin(true_angle / 2)**2
    t_bare = T_MAX * np.sin(bare_angle / 2)**2
    t_coulomb = T_MAX * np.sin(angle_integral(p, h, None) / 2)**2
    assert t_bare > t_true
    print(f"  {p:5.2f} {t_true:9.4f} {t_bare:9.4f} {t_bare / t_true:6.3f}"
          f" {t_true / t_coulomb:6.3f}")
last_recoil, last_angle, last_p = t_true, true_angle, p

print(f"Largest Coulomb angle error (deg): {np.degrees(-worst.fun):.2f}")
print(f"  reached at p/h = {worst.x:.3f}, p (pm) = {worst.x * h:.4f}")
print(f"At p/h = 1000: angle ratio {far_angle_ratio:.4f}, recoil ratio {far_recoil_ratio:.4f}")
print(f"Delta/h at p = h, Coulomb: triangle {coulomb_gap[0]:.4f}, orbit {coulomb_gap[1]:.4f}")
print(f"Delta/h at p = h, screening length 3h: triangle {screened_gap[0]:.4f},"
      f" orbit {screened_gap[1]:.4f}")

# ---- sizes of neglected effects ----
beta = np.sqrt(2 * E_LAB / (M1 * mass_unit))
velocity_ratio = beta / const.fine_structure      # in units of the Bohr velocity
# Lindhard-Scharff electronic stopping, spread over p by the Oen-Robinson form
stopping = (8 * np.pi * coulomb_const * bohr * Z1**(7 / 6) * Z2
            / (Z1**(2 / 3) + Z2**(2 / 3))**1.5 * velocity_ratio)
electronic_loss = 0.045 * stopping / (np.pi * a**2) * np.exp(-0.3 * 2 * h / a)
nuclear_contact = 1.2e-3 * (M1**(1 / 3) + M2**(1 / 3))   # pm, rough radius rule
reduced_mass = M1 * M2 / (M1 + M2) * mass_unit
hbar_c = const.hbar * const.c / const.e * 1e9            # keV pm
wavelength = hbar_c / (reduced_mass * beta)              # reduced wavelength, pm
print(f"Electronic loss in a head-on collision, model estimate (keV): {electronic_loss:.3f}")
print(f"  as a fraction of the centre-of-mass energy: {electronic_loss / E_CM:.2e}")
print(f"Nuclear contact distance, rough (pm): {nuclear_contact:.4f}")
print(f"  as a fraction of the head-on distance: {nuclear_contact / (2 * h):.3f}")
print(f"Ion kinetic energy over rest energy: {E_LAB / (M1 * mass_unit):.2e}")
print(f"Reduced wavelength (pm): {wavelength:.5f}")
print(f"  diffraction over screened deflection at p = {last_p:g} pm:"
      f" {wavelength / (last_p * last_angle):.3f}")
print(f"Displacement energy, rough (keV): {E_DISPLACE}")
print(f"  over the screened recoil at p = {last_p:g} pm: {E_DISPLACE / last_recoil:.3f}")
print("no test failed")
```

Printed output:

```
Boron on silicon, ion energy (keV): 1000.0
Masses of ion and target (u): 11.01, 28.09
Centre-of-mass energy (keV): 718.41
Largest possible recoil energy (keV): 809.18
Half head-on distance h (pm): 0.07015
Universal screening length (pm): 14.272
Coulomb lengths: p, r0, rho, missing delta (pm)
   0.05   0.15630     0.03564   0.02576
   0.20   0.28210     0.57018   0.03406
   1.00   1.07261    14.25460   0.03503
   3.00   3.07097   128.29143   0.03507
  10.00  10.07040  1425.46034   0.03508
Coulomb: p (pm), angle true and bare (deg), recoil true and bare (keV), ratio
   0.05  109.043  127.004  536.5976  648.0989  1.208
   0.20   38.658   50.710   88.6506  148.3863  1.674
   1.00    8.026   11.159    3.9628    7.6486  1.930
   3.00    2.679    3.767    0.4422    0.8741  1.977
  10.00    0.804    1.135    0.0398    0.0794  1.993
Screened: p (pm), recoil true and bare (keV), ratio, true screened/Coulomb
   0.05  534.4442  645.3523  1.208  0.996
   0.20   87.5911  145.0527  1.656  0.988
   1.00    3.8115    6.9682  1.828  0.962
   3.00    0.3777    0.6657  1.763  0.854
  10.00    0.0201    0.0328  1.630  0.505
Largest Coulomb angle error (deg): 18.34
  reached at p/h = 0.908, p (pm) = 0.0637
At p/h = 1000: angle ratio 1.4139, recoil ratio 1.9990
Delta/h at p = h, Coulomb: triangle 0.4142, orbit 0.4142
Delta/h at p = h, screening length 3h: triangle 0.2020, orbit 0.2020
Electronic loss in a head-on collision, model estimate (keV): 0.911
  as a fraction of the centre-of-mass energy: 1.27e-03
Nuclear contact distance, rough (pm): 0.0063
  as a fraction of the head-on distance: 0.045
Ion kinetic energy over rest energy: 9.75e-05
Reduced wavelength (pm): 0.00192
  diffraction over screened deflection at p = 10 pm: 0.019
Displacement energy, rough (keV): 0.015
  over the screened recoil at p = 10 pm: 0.746
no test failed
```
